# Damping threshold for linear ripple growth on ion-sputtered surfaces

An ion beam can roughen the surface it erodes. In the continuum model treated here, a hollow erodes faster than a crest while surface diffusion smooths short ripples. If the curvature coefficient is positive, diffusion alone never stops the roughening: sufficiently long ripples still grow. Adding some damping may merely narrow the range of growing wavelengths. Without a threshold, one cannot tell whether a given damping removes the linear instability or only slows it.

## Setting and assumptions

Let $h(\mathbf r,t)$ be the surface height in the frame moving with the mean surface, with $\mathbf r=(x,y)$. Angle brackets denote a surface average, so $\langle h\rangle=0$. For small slopes, take

$$
h_t=-a(h-\langle h\rangle)-S\nabla^2h-B\nabla^4h, \tag{1}
$$

with constant $a\ge0$, $S>0$ and $B>0$. At a crest $\nabla^2h<0$, so the term in $S$ raises the crest further.

The smoothing term describes surface diffusion. A crest has excess chemical potential proportional to $-\nabla^2h$. The atom current runs down its gradient and is therefore proportional to $+\nabla(\nabla^2h)$. Conservation makes $h_t$ minus the divergence of the current, which gives $-B\nabla^4h$.

Damping acts on height relative to the mean because moving the whole surface up or down cannot change its erosion. The uniform mode is neutral and is not a pattern. Here $a$ is a phenomenological coefficient; no microscopic mechanism is derived for it.

**Lemma 1.** A ripple of wavenumber $k=|\mathbf k|>0$ has growth rate

$$
\sigma(k)=-a+Sk^2-Bk^4. \tag{2}
$$

**Proof.** Insert $h=H e^{i\mathbf k\cdot\mathbf r+\sigma t}$. Its mean vanishes. Two derivatives give $\nabla^2h=-k^2h$, and applying the Laplacian again gives $\nabla^4h=k^4h$. Equation (1) becomes $\sigma h=-ah+Sk^2h-Bk^4h$. Division by $h$ gives (2). ∎

## The threshold

**Theorem.** On an unbounded surface obeying (1), every mode with $k>0$ decays if and only if

$$
a>a_c,\qquad a_c=\frac{S^2}{4B}. \tag{3}
$$

At $a=a_c$, modes with $k=k_0=\sqrt{S/(2B)}$ are neutral and all other nonuniform modes decay.

**Proof.** Expand the square

$$
-B\left(k^2-\frac{S}{2B}\right)^2
=-Bk^4+Sk^2-\frac{S^2}{4B}.
$$

Adding $S^2/(4B)-a$ to both sides recovers (2) on the right, so

$$
\sigma(k)=-(a-a_c)-B(k^2-k_0^2)^2. \tag{4}
$$

The last term is never positive. If $a>a_c$, then $\sigma(k)\le-(a-a_c)<0$ for every $k>0$. Conversely, $k_0$ is real and positive because $S$ and $B$ are positive, and an unbounded surface admits this wavenumber. There $\sigma(k_0)=a_c-a$, which is not negative when $a\le a_c$. At equality, the remaining square vanishes at $k_0$ alone. ∎

If $S\le0$, both terms $Sk^2$ and $-Bk^4$ are nonpositive. No ripple grows even without damping, and (3) must not be used. If $B<0$, short ripples grow without bound in rate and no finite damping suffices.

**Corollary 1.** For $0<a<a_c$, the growing modes satisfy $k_-<k<k_+$, where

$$
k_\pm^2=\frac{S\pm\sqrt{S^2-4aB}}{2B}. \tag{5}
$$

**Proof.** Setting $\sigma=0$ gives $B(k^2)^2-Sk^2+a=0$, a quadratic equation in $k^2$. Its two roots are (5), both positive because their sum $S/B$ and product $a/B$ are positive. The parabola $\sigma(k^2)$ opens downward, so it is positive between them. ∎

As $a$ rises to $a_c$, both edges move to $k_0$. The fastest-growing wavelength, $2\pi/k_0$, does not depend on $a$. Uniform damping lowers the whole growth curve without moving its peak.

**Corollary 2.** On a periodic surface with zero mean, let $\|h\|^2=\langle h^2\rangle$. Then

$$
\|h(t)\|\le e^{-(a-a_c)t}\|h(0)\|. \tag{6}
$$

**Proof.** Fourier modes are orthogonal, so $\|h\|^2=\sum_{\mathbf k}|h_{\mathbf k}|^2$. Each mode evolves as $h_{\mathbf k}(t)=e^{\sigma(k)t}h_{\mathbf k}(0)$, and (4) gives $\sigma(k)\le a_c-a$. Taking the largest possible factor out of the sum gives (6). ∎

Above threshold there is therefore no transient growth of the root-mean-square height within the linear model. Decay can still be slow: at $k_0$ its time is $1/(a-a_c)$. To reduce that ripple by a factor $R$ during an exposure $t$ requires $a\ge a_c+(\ln R)/t$.

**Remark 1: finite boxes.** A periodic box admits discrete wavenumbers and may miss $k_0$. Condition (3) remains sufficient, but may not be necessary.

**Remark 2: unequal directions.** Replace $Sk^2$ by $S_xk_x^2+S_yk_y^2$, and let $S_m=\max(S_x,S_y)>0$. This sum is at most $S_mk^2$, with equality along the corresponding axis. The threshold is therefore $S_m^2/(4B)$.

## Origin of the curvature coefficient

**Lemma 2.** Let ions arrive at normal incidence and deposit energy in a Gaussian centred a depth $p$ below the impact point, with widths $s_z$ along the beam and $s_x$ in both lateral directions. If erosion speed is proportional to deposited energy and the flat surface erodes at speed $v$, the erosive growth rate is

$$
G(k)=\frac{vp}{s_z^2}\left(1-e^{-s_x^2k^2/2}\right),
\qquad
S=\frac{vps_x^2}{2s_z^2}. \tag{7}
$$

**Proof.** An ion landing at $\mathbf r'$ has its energy centre at height $h(\mathbf r')-p$. The vertical distance from there to the surface at $\mathbf r$ is $p+\Delta$, with $\Delta=h(\mathbf r)-h(\mathbf r')$. To first order,

$$
e^{-(p+\Delta)^2/(2s_z^2)}
=e^{-p^2/(2s_z^2)}\left(1-\frac{p\Delta}{s_z^2}\right).
$$

Averaging over impact points with the lateral Gaussian gives the local speed $v[1-(p/s_z^2)(h-\tilde h)]$, where $\tilde h$ is the Gaussian-smoothed height. The difference between normal and vertical speed is second order in slope. Erosion lowers the surface, so in the moving frame $h_t=(vp/s_z^2)(h-\tilde h)$. Smoothing multiplies a ripple by $e^{-s_x^2k^2/2}$, which gives $G(k)$. Since $1-e^{-s_x^2k^2/2}=s_x^2k^2/2-s_x^4k^4/8+\dots$,

$$
G(k)=Sk^2-\frac{Ss_x^2}{4}k^4+\dots,
$$

with $S$ as in (7). ∎

The first neglected term acts like an addition $Ss_x^2/4$ to $B$. At fixed $S$, the lateral width of the energy deposit thus slightly lowers the threshold when $k_0s_x$ is small.

## What linear suppression leaves open

The theorem concerns infinitesimal ripples. To go further, add to (1) the nonlinear term $(\lambda/2)|\nabla h|^2$, with constant $\lambda\ne0$ and with its mean removed in the moving frame. Measure length in $\sqrt{B/S}$, time in $B/S^2$, and height in $S/\lambda$ (with its sign). The scaled height $u$ then obeys

$$
u_t=-\alpha u-\nabla^2u-\nabla^4u+\tfrac12\left(|\nabla u|^2-\langle|\nabla u|^2\rangle\right),
\quad \alpha=\frac{aB}{S^2}. \tag{8}
$$

Threshold is $\alpha=1/4$, and the critical waves have $q^2=1/2$.

**Proposition (truncated amplitude equation).** Three equal waves at $120^\circ$ obey, near threshold and through cubic order,

$$
\dot A=\mu A+\tfrac14A^2-gA^3,\quad
\mu=\tfrac14-\alpha,\quad g=\tfrac19+\tfrac38. \tag{9}
$$

**Derivation.** Write $u=\sum_{j=1}^3A_je^{i\mathbf q_j\cdot\mathbf r}+\text{c.c.}$ plus smaller driven modes, with $\mathbf q_1+\mathbf q_2+\mathbf q_3=0$ and $\mathbf q_i\cdot\mathbf q_j=-1/4$ for $i\ne j$. Two different modes $\mathbf m,\mathbf n$ force their sum with coefficient $-\mathbf m\cdot\mathbf n$; a mode paired with itself has half that coefficient. Since $\mathbf q_1=-\mathbf q_2-\mathbf q_3$, the quadratic forcing of $A_1$ is $\frac14A_2^*A_3^*$.

The cubic term comes from two kinds of strongly damped mode, whose time derivatives may be neglected:

- Mode $2\mathbf q_1$ has squared wavenumber 2 and threshold rate $-(2-\frac12)^2=-\frac94$. Its forcing is $-\frac14A_1^2$, so its amplitude is $-A_1^2/9$. Combined with $-\mathbf q_1$, with coefficient $2q_1^2=1$, it contributes $-|A_1|^2A_1/9$.
- Mode $\mathbf q_1-\mathbf q_2$ has squared wavenumber $3/2$ and rate $-1$. Its forcing and amplitude are both $-\frac14A_1A_2^*$. Combined with $\mathbf q_2$, with coefficient $-(\mathbf q_1-\mathbf q_2)\cdot\mathbf q_2=\frac34$, it contributes $-\frac3{16}|A_2|^2A_1$. The third wave gives the corresponding term.

Setting all $A_j=A$ real gives (9). ∎

A nonzero steady amplitude satisfies $gA^2-A/4-\mu=0$, hence

$$
A_\pm=\frac{\frac14\pm\sqrt{\frac1{16}+4g\mu}}{2g}. \tag{10}
$$

It is real for $\mu\ge-1/(64g)$. Since $a/a_c=4\alpha=1-4\mu$, the estimated existence limit for hexagons at the critical wavenumber is

$$
\frac a{a_c}=1+\frac1{16g}\approx1.13.
$$

Hexagons can therefore survive where infinitesimal ripples decay. The limit is an estimate because $A$ is not very small there. It is also not the limit for all hexagons. For waves with general $q^2$ the quadratic coefficient is $q^2/2$ and the linear rate is $\mu=q^2-q^4-\alpha$, so slightly shorter hexagons lose a little linear growth but gain coupling; near $q^2=0.62$ they survive to about $a/a_c=1.18$. For a single wave at the same order, $\dot A=\mu A-|A|^2A/9$ has no nonzero steady state above the damping threshold.

Direct integration of (8) was made in a periodic cell holding one hexagonal pattern, with a small random disturbance. At $a/a_c=1.05$, an initial amplitude 0.4 led to 0.46 after 1000 time units, close to $A_+=0.46$ from (10). An initial amplitude 0.01 decayed. At ratio 1.10 the larger seed still left amplitude 0.39; at 1.15 it vanished. The cell fixes $q^2=1/2$, so this does not exclude shorter hexagons at that damping. These runs do not test stability against disturbances longer than the cell.

**Remark 3: noise.** Random ion arrivals maintain roughness even when all ripples decay. Add to (1) white noise with correlation $N\delta(\mathbf r-\mathbf r')\delta(t-t')$. The power $P$ of a mode obeys $\dot P=2\sigma P+N$, so its steady value is $N/(2|\sigma|)$. Let $\delta=a-a_c>0$ and $w=k^2$. Since $d^2k=2\pi k\,dk=\pi\,dw$,

$$
\begin{aligned}
W^2&=\int\frac{d^2k}{(2\pi)^2}\frac N{2|\sigma|}
=\frac N{8\pi}\int_0^\infty\frac{dw}{\delta+B(w-k_0^2)^2}\\
&=\frac N{8\pi\sqrt{\delta B}}
\left[\frac\pi2+\arctan\left(k_0^2\sqrt{\frac B\delta}\right)\right].
\end{aligned} \tag{11}
$$

The last step uses $w-k_0^2=\sqrt{\delta/B}\,s$. The spectrum still peaks at $k_0$, so a preferred wavelength in weak roughness does not by itself prove instability. The linear roughness diverges as $\delta\to0$.

## A worked case

Consider rough parameters in the regime of dot formation on GaSb under normally incident argon ions of about 0.5 keV near room temperature. Take flux $10\ \text{nm}^{-2}\text{s}^{-1}$, yield one atom per ion, and atomic volume $0.028\ \text{nm}^3$. Their product is $v=0.28$ nm/s. With $p=2$ nm and $s_x=s_z=1$ nm, (7) gives

$$
S=\frac{0.28\times2\times1^2}{2\times1^2}=0.28\ \text{nm}^2/\text{s}.
$$

Choose $B=2.8\ \text{nm}^4/\text{s}$ as an effective coefficient for ion-enhanced surface diffusion. Then

$$
a_c=\frac{0.28^2}{4\times2.8}=0.0070\ \text{s}^{-1}
=0.42\ \text{min}^{-1},
$$

and $k_0=\sqrt{0.28/5.6}=0.224\ \text{nm}^{-1}$, or a wavelength of 28 nm. As a test of the threshold, the largest eigenvalue of a finite-difference form of the undamped operator, in a box five wavelengths long, was also $0.0070\ \text{s}^{-1}$.

The required damping means that a point 1 nm above the mean must erode faster by 0.0070 nm/s, or 2.5% of the mean erosion speed. At half the threshold, modes between 0.121 and 0.292 nm$^{-1}$ still grow. For a 600 s exposure, with $S$ and $B$ fixed, the ripple at $k_0$ changes by these factors, provided its height stays well below the nonlinear scale $S/|\lambda|$ throughout:

- no damping: $e^{0.0070\times600}=67$;
- half threshold: $e^{0.0035\times600}=8.2$;
- 1.5 times threshold: $e^{-0.0035\times600}=0.12$.

The last ripple is suppressed but not erased. The height condition is stricter than a small slope. Expanding the Gaussian deposit of Lemma 2 to second order on a tilted plane gives $\lambda=-v[1+s_x^2(p^2/s_z^4-1/s_z^2)]=-1.12$ nm/s, so $S/|\lambda|=0.25$ nm. An undamped single ripple then saturates near 0.7 nm, at a slope below 0.2, and the full factor 67 is reached only from starting heights well below 0.01 nm. In a periodic box 22 nm long, the damping needed falls to $0.0042\ \text{s}^{-1}$, because $k_0$ does not fit.

Several omitted effects can be sized. The full $G(k)$ lowers the threshold by 2.4%. Making $S$ 10% larger along one axis raises it to $0.0085\ \text{s}^{-1}$, since $1.1^2=1.21$. The estimated hexagon limit is $0.0079\ \text{s}^{-1}$ at the critical wavelength and about $0.0082\ \text{s}^{-1}$ for slightly shorter hexagons. If each ion removes a Poisson-distributed number of atoms with mean $Y$, the mean square number is $Y^2+Y$. Multiplication by flux and squared atomic volume gives $N=0.0157\ \text{nm}^4/\text{s}$. At $a=1.5a_c$, (11) then gives an rms roughness of 0.13 nm, below atomic spacing, where a continuum height is only a rough description. It is also half of $S/|\lambda|$, so nonlinear corrections to this linear estimate need not be negligible.

Temperature may matter more. If all smoothing were thermally activated, with $B\propto T^{-1}e^{-E/(k_{\rm B}T)}$ and an assumed $E=0.5$ eV, warming from 300 to 310 K would multiply $B$ by 1.8. At fixed $S$, the threshold would fall to $0.0039\ \text{s}^{-1}$.

## When smoothing is viscous

Ion bombardment can amorphise a semiconductor surface, whose thin damaged layer may flow. This challenges the assumption of surface diffusion.

**Lemma 3.** For a layer of thickness $d$, viscosity $\eta$ and surface tension $\gamma$ on a rigid base, a ripple decays at rate

$$
R(k)=\frac{\gamma k}{2\eta}
\frac{\sinh2Q-2Q}{\cosh2Q+1+2Q^2},\qquad Q=kd. \tag{12}
$$

**Proof.** Let the surface be $H\cos kx$, the vertical velocity $w(q)\cos kx$, and $q=kz$. Incompressibility makes the horizontal velocity $-w'(q)\sin kx$. Slow viscous flow gives $(d^2/dq^2-1)^2w=0$. No slip at the base requires $w(0)=w'(0)=0$, so

$$
w=C_1(\sinh q-q\cosh q)+C_2q\sinh q.
$$

At the top, zero shear stress gives $w''+w=0$. The horizontal force balance gives pressure amplitude $\eta k(w'''-w')$. Equating normal stress to surface tension times curvature therefore gives $3w'-w'''=-\gamma kH/\eta$.

Write $c=\cosh Q$ and $s=\sinh Q$. The shear condition is $-2QcC_1+2(c+Qs)C_2=0$, so $C_1=C_2(c+Qs)/(Qc)$. The normal condition is

$$
2(c-Qs)C_1+2QcC_2
=\frac{2C_2(c^2+Q^2)}{Qc}
=-\frac{\gamma kH}{\eta},
$$

where $c^2-s^2=1$ was used. The same identity gives $w(Q)=C_2(cs-Q)/(Qc)$. Eliminating $C_2$ yields

$$
\frac{w(Q)}H=-\frac{\gamma k}{2\eta}\frac{cs-Q}{c^2+Q^2}.
$$

Doubling numerator and denominator gives $-R(k)$. ∎

For small $Q$, the last fraction in (12) tends to $2Q^3/3$, so $R\to Bk^4$ with $B=\gamma d^3/(3\eta)$. For large $Q$, however, $R\to\gamma k/(2\eta)$: smoothing rises only linearly with $k$.

Take $d=3$ nm and match the small-$k$ coefficient to the same $B$. At $k_0$, viscous smoothing is only 55% of $Bk^4$. Maximising $G(k)-R(k)$ gives a required damping of $0.17\ \text{s}^{-1}$, about 25 times the surface-diffusion value, at a wavelength of 3.2 nm. That wavelength is comparable with the ion's deposition region and only about ten atomic spacings long, so the continuum model is doubtful there and this number is not a reliable process setting. It also depends strongly on the assumptions: at the same small-$k$ coefficient it is $0.011\ \text{s}^{-1}$ for $d=2$ nm and $0.37\ \text{s}^{-1}$ for $d=4$ nm, and it falls to $0.057\ \text{s}^{-1}$ at $d=3$ nm if 1% of $B$ comes from surface diffusion.

For the GaSb case, the value $0.0070\ \text{s}^{-1}$ is thus conditional on surface-diffusion smoothing and on the assumed positive $S$. At normal incidence, ion-driven mass redistribution lowers $S$ and can make it negative; (3) then does not apply. While $S$ stays positive, the threshold at fixed $B$ varies as its square. Composition changes introduce another evolving field, which (1) does not contain, and they may be what drives dot formation on GaSb. A process estimate needs the measured growth rate over a range of wavelengths, including short ones, before (3) is applied. Further digits are in the numerical output.

## Computed results

```
Ion flux: 10 ions/(nm^2 s)
Sputter yield: 1 atoms/ion
Atomic volume: 0.028 nm^3
Deposit depth p: 2 nm
Deposit width along beam s_z: 1 nm
Deposit width across beam s_x: 1 nm
Erosion speed v: 0.28 nm/s
Instability coefficient S: 0.28 nm^2/s
Smoothing coefficient B: 2.8 nm^4/s
Critical damping a_c: 0.007 1/s
Critical damping a_c: 0.42 1/min
Largest eigenvalue of undamped operator: 0.007 1/s
Critical wavenumber k0: 0.22361 1/nm
Critical wavelength: 28.099 nm
Relative erosion-speed change per height at a_c: 2.5 %/nm
Half-threshold damping: 0.0035 1/s
Growing band lower edge at half threshold: 0.12102 1/nm
Growing band upper edge at half threshold: 0.29216 1/nm
Damping at 1.5 times threshold: 0.0105 1/s
Exposure time: 600 s
Ion fluence: 6e+17 ions/cm^2
Amplitude factor at k0, no damping: 66.686
Amplitude factor at k0, half threshold: 8.1662
Amplitude factor at k0, 1.5 threshold: 0.12246
Small periodic box length: 22 nm
Small-box damping threshold: 0.0042099 1/s
Threshold if S is 10% larger along one axis: 0.00847 1/s
Threshold with finite ion range: 0.0068306 1/s
Finite-range threshold change: -2.4198 %
Noise strength N: 0.01568 nm^4/s
Rms noise roughness at 1.5 threshold: 0.12617 nm
Estimated hexagon existence limit a/a_c: 1.1286
Estimated hexagon existence limit a: 0.0079 1/s
Predicted hexagon amplitude at a/a_c=1.05: 0.45816 S/|lambda|
Final hexagon amplitude, seed 0.4, a/a_c=1.05: 0.46493 S/|lambda|
Final hexagon amplitude, seed 0.4, a/a_c=1.10: 0.38586 S/|lambda|
Final hexagon amplitude, seed 0.4, a/a_c=1.15: 7.6375e-15 S/|lambda|
Final hexagon amplitude, seed 0.4, a/a_c=1.20: 9.4017e-22 S/|lambda|
Final hexagon amplitude, seed 0.4, a/a_c=1.30: 3.7444e-33 S/|lambda|
Final amplitude, seed 0.01, a/a_c=1.05: 4.391e-08 S/|lambda|
Simulation duration: 35714 s
Assumed activation energy for thermal case: 0.5 eV
B(310 K)/B(300 K), thermal case: 1.806
Threshold at 310 K, thermal case, fixed S: 0.003876 1/s
Viscous layer thickness: 3 nm
Viscous smoothing rate / B k^4 at k0: 0.55483
Threshold with finite range and viscous layer: 0.17349 1/s
Most unstable wavelength in viscous case: 3.1807 nm
```
